# Thermal height of a periodic membrane in harmonic theory

**Question.** I have a square membrane of side $L$ with periodic edges, bending rigidity $\kappa=1.4$ eV and temperature 300 K. I am supposed to show that harmonic theory gives a root-mean-square height near $0.0085\,L$.

I know that equipartition makes the mode amplitudes fall as $1/q^4$, but I keep losing factors of two because $h_{\mathbf q}$ is complex. I also replaced the mode sum by an integral starting at $q=2\pi/L$, and my height comes out clearly too small. What is the correct calculation? And would a real sheet, say 10 nm of free-standing graphene, have this height?

**Answer.** The integral is the main culprit: most of the height comes from a few long waves, so the sum must be done as a sum. I take small slopes, classical statistics, zero tension and no substrate. Heights are measured from the instantaneous mean plane, which removes the $\mathbf q=0$ mode. That mode is a rigid shift, costs no energy and would otherwise have unbounded variance.

**Energy of the modes**

The bending energy is

$$E=\frac{\kappa}{2}\int(\nabla^2h)^2\,dA .$$

A second quadratic term, proportional to the Gaussian curvature, is also allowed, but

$$h_{xx}h_{yy}-h_{xy}^2=\partial_x(h_xh_{yy})-\partial_y(h_xh_{xy}),$$

and the integral of a derivative over a periodic square vanishes. So $\kappa$ is the one rigidity that matters here.

Write $h=\sum_{\mathbf q\ne0}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ with $\mathbf q=(2\pi/L)(m,n)$, where $m,n$ are integers. Since $h$ is real, $h_{-\mathbf q}=h_{\mathbf q}^*$. The Laplacian multiplies each term by $-q^2$, and the integral of $e^{i(\mathbf q+\mathbf q')\cdot\mathbf r}$ is $L^2$ if $\mathbf q'=-\mathbf q$ and zero otherwise. Hence

$$E=\frac{\kappa L^2}{2}\sum_{\mathbf q\ne0}q^4|h_{\mathbf q}|^2 .$$

To keep the factors of two straight, use real amplitudes. Set $h_{\mathbf q}=(a-ib)/2$. The pair $\mathbf q,-\mathbf q$ then contributes $a\cos(\mathbf q\cdot\mathbf r)+b\sin(\mathbf q\cdot\mathbf r)$ to the height, and $|h_{\mathbf q}|^2=(a^2+b^2)/4$. The pair appears twice in the sum, so its energy is

$$E_{\rm pair}=\frac{\kappa L^2}{2}\,q^4\cdot2\cdot\frac{a^2+b^2}{4}=\frac{\kappa L^2q^4}{4}(a^2+b^2).$$

The Boltzmann weight of $a$ is $e^{-\alpha a^2}$ with $\alpha=\kappa L^2q^4/(4k_BT)$. Integration by parts gives $\int a^2e^{-\alpha a^2}da=\frac{1}{2\alpha}\int e^{-\alpha a^2}da$. Therefore

$$\langle a^2\rangle=\langle b^2\rangle=\frac{2k_BT}{\kappa L^2q^4},\qquad
\langle|h_{\mathbf q}|^2\rangle=\frac{\langle a^2\rangle+\langle b^2\rangle}{4}=\frac{k_BT}{\kappa L^2q^4}.$$

**Sum over modes**

The spatial average of $h^2$ is $\sum|h_{\mathbf q}|^2$, with $\mathbf q$ and $-\mathbf q$ both counted. Inserting $q^4=(2\pi/L)^4(m^2+n^2)^2$,

$$\langle h^2\rangle=\frac{k_BT\,L^2}{(2\pi)^4\kappa}\,S,\qquad
S=\sum_{(m,n)\ne(0,0)}\frac{1}{(m^2+n^2)^2}.$$

Your integral replaces $S$ by $\int_1^\infty 2\pi r\,dr/r^4=\pi$. That cannot be right, because the four points $(\pm1,0),(0,\pm1)$ alone contribute 4.

One of the two sums can be done in closed form. Expand $\cosh(ax)$, for $a>0$ and $-\pi\le x\le\pi$, in a Fourier series. Its coefficients are

$$c_m=\frac{1}{2\pi}\int_{-\pi}^{\pi}\cosh(ax)\,e^{-imx}dx
=\frac{(-1)^m\sinh(\pi a)}{2\pi}\left[\frac1{a-im}+\frac1{a+im}\right]
=\frac{(-1)^m a\sinh(\pi a)}{\pi(m^2+a^2)} .$$

The periodic continuation is continuous and the coefficients fall as $1/m^2$, so the series may be evaluated at $x=\pi$. There $e^{im\pi}=(-1)^m$ cancels the alternating sign, leaving

$$\sum_{m=-\infty}^{\infty}\frac1{m^2+a^2}=\frac{\pi}{a}\coth(\pi a).$$

Differentiate both sides with respect to $a$:

$$-2a\sum_m\frac1{(m^2+a^2)^2}=-\frac{\pi\coth(\pi a)}{a^2}-\frac{\pi^2}{a\sinh^2(\pi a)} .$$

Dividing by $-2a$,

$$\sum_m\frac1{(m^2+a^2)^2}=\frac{\pi\coth(\pi a)}{2a^3}+\frac{\pi^2}{2a^2\sinh^2(\pi a)} .$$

Now set $a=n$. The rows $n$ and $-n$ are equal, which doubles this expression. The row $n=0$, without its origin, gives $2\zeta(4)$, where $\zeta(s)=\sum_{n\ge1}n^{-s}$. Separating $\coth=1+(\coth-1)$,

$$S=2\zeta(4)+\pi\zeta(3)+\sum_{n=1}^{\infty}\left[\frac{\pi(\coth\pi n-1)}{n^3}+\frac{\pi^2}{n^2\sinh^2\pi n}\right].$$

The bracket decays exponentially. Numerically,

$$S=2.1646+3.7764+0.0858=6.0268 .$$

**The number**

At 300 K, $k_BT=0.025852$ eV, so $k_BT/\kappa=0.018466$. With $(2\pi)^4=1558.5$,

$$\frac{\langle h^2\rangle}{L^2}=0.018466\times\frac{6.0268}{1558.5}=7.14\times10^{-5},\qquad
\boxed{\frac{h_{\rm rms}}{L}=0.00845\approx0.0085.}$$

For $L=10$ nm this is 0.0845 nm, or 84.5 pm.

As an independent test, the bending energy was written for heights on a square grid, its matrix was inverted without the uniform mode, and the result was extrapolated to zero grid spacing. This gave $S/(2\pi)^4=0.00386697$, against $0.00386695$ from the formula.

The four longest waves carry $4/S=66.4\%$ of $\langle h^2\rangle$. Their variance scales as $1/(L^2q^4)\propto L^2$, which is why the height is proportional to the side. At fixed $L$, it varies as $\sqrt{T/\kappa}$ if $\kappa$ itself does not change with temperature.

**What tension changes**

An isotropic tension $\sigma$ adds $(\sigma/2)\int|\nabla h|^2dA$. Each gradient brings a factor $q$, so $\kappa q^4$ becomes $\kappa q^4+\sigma q^2$:

$$\langle|h_{\mathbf q}|^2\rangle=\frac{k_BT}{L^2(\kappa q^4+\sigma q^2)} .$$

Tension therefore suppresses long waves most strongly. If $\sqrt{\sigma/\kappa}\gg2\pi/L$, many modes are tension-dominated, and an integral is then adequate at leading logarithmic order:

$$\langle h^2\rangle\simeq\frac{k_BT}{\sigma}\int_{2\pi/L}^{\sqrt{\sigma/\kappa}}\frac{2\pi q\,dq}{(2\pi)^2q^2}
=\frac{k_BT}{2\pi\sigma}\ln\!\left(\frac{L}{2\pi}\sqrt{\frac{\sigma}{\kappa}}\right).$$

The approach is slow. With $s=(L/2\pi)\sqrt{\sigma/\kappa}$, the discrete sum replaces $2\pi\ln s$ by about $2\pi\ln s+2.58$, so the formula is still about 12% low in $\langle h^2\rangle$ at $s=20$. The height is then no longer proportional to $L$.

**Why stretching matters**

A corrugated sheet generally has to stretch as well as bend. Its in-plane strain is $\frac12(\partial_iu_j+\partial_ju_i)+F_{ij}$, where $\mathbf u$ is the in-plane displacement and $F_{ij}=\frac12\partial_ih\,\partial_jh$.

Consider one Fourier component $\mathbf k\ne0$, with directions $l$ along $\mathbf k$ and $t$ across it. The displacement can adjust the $ll$ and $lt$ strains freely. It cannot change the $tt$ strain, because nothing varies along $t$. Minimizing the energy removes the shear and the $ll$ stress. What remains is a strip stretched along $t$ with its other direction free, which costs $\frac12Y|F_{tt}|^2$ per area, where $Y$ is the two-dimensional Young modulus.

To express $F_{tt}$ through the height, note that $k^2F_{tt}=k_y^2F_{xx}-2k_xk_yF_{xy}+k_x^2F_{yy}$. This is the Fourier component of

$$-\left(\partial_y^2F_{xx}-2\partial_x\partial_yF_{xy}+\partial_x^2F_{yy}\right)=h_{xx}h_{yy}-h_{xy}^2\equiv K .$$

Hence

$$E_s=\frac{YL^2}{2}\sum_{\mathbf k\ne0}\frac{|K_{\mathbf k}|^2}{k^4}.$$

The $\mathbf k=0$ strain costs nothing here because the periodic frame may change its size and shape, including a small shear, to keep the mean stress zero. A frame fixed at the size of the flat sheet adds a further energy, because the corrugation then pulls the sheet into tension. This is not a small effect: for the 10 nm example below, with $|m|,|n|\le3$, it lowers the height factor from about 0.74 to about 0.54 for a Poisson ratio of 0.16 (about 0.52 for 0.35). That figure is not converged in the number of modes, because shorter waves add to the excess area: with $|m|,|n|\le5$ it is about 0.51, and a mean-field estimate of the remaining modes up to the lattice cutoff brings it to about 0.41–0.43.

Since $E_s$ is quartic in $h$, harmonic theory drops it. To see when that is allowed, measure lengths in units of $L$ and heights in units of $L\sqrt{k_BT/\kappa}$. Then $E_s/k_BT$ acquires the prefactor $g/2$, with

$$g=\frac{Yk_BTL^2}{\kappa^2}.$$

In these units a long wave has $|h_{\mathbf q}|^2\sim(2\pi)^{-4}$. This makes $K_{\mathbf k}$ of order one and $|K_{\mathbf k}|^2/k^4\sim(2\pi)^{-4}$. The harmonic result thus needs $g/(2\pi)^4\ll1$, a condition that fails as $L$ grows.

**Your 10 nm graphene sheet**

I take your $\kappa=1.4$ eV as a rough value for graphene. With an equally rough $Y=340$ N/m, $g=2799$ and $g/(2\pi)^4\approx1.8$, so stretching is not a small correction.

I sampled the Boltzmann distribution with $E_s$ included, by Monte Carlo. The table gives the rms height divided by the harmonic value for the same set of modes; $T$, $\kappa$ and $Y$ are held fixed.

| Side | Largest $\lvert m\rvert,\lvert n\rvert$ | Height factor |
|---|---:|---:|
| 3 nm | 3 | $0.934\pm0.003$ |
| 10 nm | 3 | $0.740\pm0.002$ |
| 10 nm | 5 | $0.732\pm0.002$ |

The errors are statistical. The last two rows differ by 0.008, partly from the shorter waves and partly from statistical noise, so the third digit is not settled; read the factor as 0.73–0.74. For 3 nm, reweighting independent harmonic shapes by $e^{-E_s/k_BT}$ also gave 0.934. At 10 nm the estimate drops from 0.0845 nm to about 0.062 nm, some 26–27% below the harmonic value.

The other neglected effects can be compared within harmonic theory:

- **Tension.** Taking $\sigma=0.34$ N/m, which is $Y$ times 0.1% (an equal strain $\varepsilon$ in both directions gives $Y\varepsilon/(1-\nu)$, so for a Poisson ratio $\nu=0.16$ this is a strain of about 0.084%), multiplies the rms height by 0.55. This factor should not simply be multiplied by the stretching factor, since both act on the same long waves.
- **Quantum statistics.** A mode's mean potential energy is $\frac{\hbar\omega}{4}\coth\frac{\hbar\omega}{2k_BT}$ instead of $\frac12k_BT$. Its variance is therefore multiplied by $\frac x2\coth\frac x2$, with $x=\hbar\omega/k_BT$. The equation of motion $\rho\ddot h=-\kappa\nabla^4h$, with $\rho$ the mass per area, gives $\omega=q^2\sqrt{\kappa/\rho}$. Extending this law to the lattice cutoff, with one flexural branch, raises the rms height by about 0.04%; counting the optical flexural branch as well roughly doubles this.
- **Atomic spacing.** Cutting the $q^4$ law off at one flexural mode per two-atom cell lowers the rms height by about 0.04%. That is only the cutoff. On a lattice the dispersion also falls below $q^2$ at short wavelength, which works the other way; in a nearest-neighbour honeycomb model the net change is a rise of about 0.2%. Either way it is negligible here.
- **Finite slope.** The harmonic rms slope is 0.10 for one classical branch cut off at the lattice scale, and 0.11–0.12 in the honeycomb model with both branches. Geometric corrections enter through the squared slope, so I would expect them to be of order 1%.

A real suspended sheet is held at its edges rather than periodic (in harmonic theory, with heights measured from the plane of the frame, clamped edges give about 0.68 and hinged edges about 1.06 times the periodic rms height), and it may carry tension or compression; a supported one also feels its substrate, which I have not estimated. So 0.0845 nm is the correct answer to your harmonic exercise, while 0.062 nm is the better estimate for a periodic sheet whose frame is free to keep the mean stress zero, with these rough graphene parameters; for $\kappa$ between 1.6 and 1.1 eV it runs from about 0.060 to 0.066 nm. The frame matters more. With $|m|,|n|\le3$, a frame fixed at the flat size or a tension of 0.34 N/m lowers the height factor from 0.74 to 0.5–0.55, a tension of 0.03 N/m lowers it only to about 0.70, and a frame compressed by 0.3% in both directions from the flat size buckles the sheet and raises it to about 1.45. The fixed-frame figures depend strongly on the number of modes, because the harmonic thermal contraction $\langle|\nabla h|^2\rangle/4$ grows from 0.13% at this cutoff to about 0.27% at the lattice cutoff. The compressed-frame factor falls to 1.35 for $|m|,|n|\le5$ and 1.26 for $|m|,|n|\le7$, and a mean-field estimate with all modes up to the lattice cutoff gives about 0.95 for it (direct sampling of these modes gives about 0.97) and about 0.42 for the flat-size frame. These last figures assume one classical flexural branch with $\omega\propto q^2$. The contraction, unlike the height, is sensitive to short waves: quantum statistics raise it to 0.28%, and a nearest-neighbour honeycomb model with both flexural branches gives 0.31% classically and 0.36% with quantum statistics. By a linear estimate this lowers the compressed-frame factor by up to about 0.2 and the flat-frame factor by up to about 0.07, so both are rough. None of these is a measured height.

## Calculated quantities

```
bending rigidity: 1.40 eV
temperature: 300 K
thermal energy: 0.025852 eV
thermal energy / rigidity: 0.018466
2 zeta(4): 2.164646
pi zeta(3): 3.776373
hyperbolic corrections: 0.085792
lattice sum S: 6.026812
direct disc sum plus tail: 6.026812
(2 pi)^4: 1558.5455
S / (2 pi)^4: 0.00386695
same from real-space Hessian: 0.00386697
mean-square height / side^2: 7.14059e-05
rms height / side: 0.008450
share of four longest waves: 66.4 %
example side: 10.0 nm
harmonic rms height: 0.08450 nm
harmonic rms height: 84.50 pm
rough 2D Young modulus: 340 N/m
same modulus: 2122.1 eV/nm^2
rough lattice constant: 0.246 nm
areal density: 0.760 mg/m^2
cutoff wavevector: 15.48 1/nm
largest hbar omega / kT: 3.303
quantum / classical rms: 1.000371
cutoff / continuum rms: 0.999569
harmonic rms slope: 0.1031
tension example strain: 0.10 %
tension Y times strain: 0.340 N/m
tension / zero-tension rms: 0.5523
stretching coupling g, 10 nm: 2799.0
short comparison side: 3.0 nm
stretching factor, short side: 0.934
  statistical error: 0.003
same by reweighting: 0.934
stretching factor, 10 nm, index <= 3: 0.740
  statistical error: 0.002
stretching factor, 10 nm, index <= 5: 0.732
  statistical error: 0.002
Monte Carlo acceptance, index <= 5: 0.62
rms with stretching, 10 nm: 0.0618 nm
```
